\section*{Stable charge states of a defect from supercell formation energies}

\section*{Question}

A point defect in a wide-gap oxide can hold charge $+2e$, $+e$ or $0$, with $e>0$. Supercell calculations, with the atoms relaxed separately in each charge state, give the formation energies
\begin{equation}
A_2=0.5\ \text{eV},\qquad A_1=3.7\ \text{eV},\qquad A_0=6.5\ \text{eV}
\end{equation}
when the Fermi level lies at the valence-band edge. The subscript is the charge number $q$. All three energies refer to the same atomic reservoirs and the same band edge, and they already contain the corrections for finite cell size. The gap is $E_g=6.0$ eV. The Fermi level $E_F$ is measured from the valence-band edge, and energies are in eV throughout.

\section*{Part (a): levels for one electron}

\textit{Explain how each formation energy depends on $E_F$. Find the Fermi levels at which neighbouring charge states have equal energy, and the effective interaction $U$ between the two electrons that the defect can bind.}

\subsection*{Answer}

To give the defect charge $q$, one removes $q$ electrons and places them in the electron reservoir. Each arrives at energy $E_F$, so the total cost rises by $qE_F$:
\begin{equation}
E_q(E_F)=A_q+qE_F .
\label{lines}
\end{equation}
The three energies are straight lines of slope 2, 1 and 0.

The level $\varepsilon(q/q')$ is the Fermi level at which charges $q$ and $q'$ cost the same. Equating two lines gives
\begin{align}
A_q+q\,\varepsilon&=A_{q'}+q'\varepsilon,\\
(q-q')\,\varepsilon&=A_{q'}-A_q,\\
\varepsilon(q/q')&=\frac{A_{q'}-A_q}{q-q'} .
\label{level}
\end{align}
For neighbouring charges the denominator is 1, so
\begin{align}
\varepsilon(2{+}/{+})&=A_1-A_2=3.7-0.5=3.2\ \text{eV},\\
\varepsilon({+}/0)&=A_0-A_1=6.5-3.7=2.8\ \text{eV}.
\end{align}
The first is the energy for adding one electron to the doubly charged defect, and the second is the energy for adding another. Their difference defines the effective interaction:
\begin{align}
U&=\varepsilon({+}/0)-\varepsilon(2{+}/{+})\\
&=(A_0-A_1)-(A_1-A_2)=A_0+A_2-2A_1\\
&=6.5+0.5-7.4=-0.4\ \text{eV}.
\label{U}
\end{align}
The second electron is bound more strongly than the first, by 0.4 eV. This is what negative $U$ means. It compares relaxed total energies and does not say that the bare Coulomb force between electrons is attractive.

\section*{Part (b): the stable charge}

\textit{Find the charge state of lowest energy for every $E_F$ in the gap. What would change if $A_1$ were 3.3 eV, with $A_2$ and $A_0$ held fixed? What if the three charges were negative?}

\subsection*{Answer}

For charge $+1$ to be the ground state, it must lie below both of its competitors. The two conditions are
\begin{align}
A_1+E_F<A_2+2E_F\quad&\Longrightarrow\quad E_F>\varepsilon(2{+}/{+})=3.2\ \text{eV},\\
A_1+E_F<A_0\quad&\Longrightarrow\quad E_F<\varepsilon({+}/0)=2.8\ \text{eV}.
\end{align}
No Fermi level satisfies both. In general the window has width $\varepsilon({+}/0)-\varepsilon(2{+}/{+})=U$, so it exists for $U>0$ and is empty for $U<0$.

The contest is therefore between $+2$ and 0. From Eq.~\eqref{level}, with $q-q'=2$,
\begin{equation}
\varepsilon(2{+}/0)=\frac{A_0-A_2}{2}=\frac{6.5-0.5}{2}=3.0\ \text{eV}.
\label{direct}
\end{equation}
Below 3.0 eV the line of slope 2 is lower and the defect has charge $+2$. Above 3.0 eV the neutral defect is lower. The level lies inside the 6.0 eV gap, so the change can be reached by moving the Fermi level through the gap. A direct comparison of the three lines from 0 to 6 eV, in steps of 0.1 meV, finds the same sequence and a switch at 3.000 eV.

The direct level is also the mean of the two single-electron levels, because $A_1$ cancels in their sum:
\begin{equation}
\frac{\varepsilon(2{+}/{+})+\varepsilon({+}/0)}{2}
=\frac{(A_1-A_2)+(A_0-A_1)}{2}=\varepsilon(2{+}/0).
\label{mean}
\end{equation}

With $A_1=3.3$ eV the single-electron levels become $3.3-0.5=2.8$ eV and $6.5-3.3=3.2$ eV. Now $U=+0.4$ eV, and charge $+1$ is stable between 2.8 and 3.2 eV. The lines for $+2$ and 0 still cross at 3.0 eV, at an energy of 6.5 eV, but the line for $+1$ passes below them at $3.3+3.0=6.3$ eV. The crossing in Eq.~\eqref{direct} is thus a transition between ground states for $U<0$, but not for $U>0$.

If the charges were $-2$, $-1$ and 0 with the same three energies, the slopes would change sign. The crossing of the outer two lines would follow from $0.5-2E_F=6.5$, which gives $E_F=-3.0$ eV, inside the valence band. Charge $-2$ would then be stable throughout the gap. The positive sign of the charges is an essential part of the data.

\section*{Part (c): the cost of the middle state}

\textit{How far above the ground state does charge $+1$ lie, at the least? Find the energy of the reaction in which two singly charged defects exchange an electron.}

\subsection*{Answer}

The excess energy of charge $+1$ over the ground state is
\begin{equation}
\Delta(E_F)=
\begin{cases}
(A_1+E_F)-(A_2+2E_F)=\varepsilon(2{+}/{+})-E_F, & E_F\le 3.0\ \text{eV},\\[2pt]
(A_1+E_F)-A_0=E_F-\varepsilon({+}/0), & E_F\ge 3.0\ \text{eV}.
\end{cases}
\end{equation}
It falls up to 3.0 eV and rises beyond, so the minimum lies at the direct level. Using Eq.~\eqref{mean},
\begin{equation}
\Delta_{\min}=\varepsilon(2{+}/{+})-\varepsilon(2{+}/0)
=\frac{\varepsilon(2{+}/{+})-\varepsilon({+}/0)}{2}=-\frac U2=0.2\ \text{eV}.
\end{equation}
The energies at $E_F=3.0$ eV show this directly: they are 6.5, 6.7 and 6.5 eV for charges $+2$, $+1$ and 0.

For two distant defects, the reaction $2D^{+}\to D^{2+}+D^{0}$ has the energy
\begin{equation}
(A_2+2E_F)+A_0-2(A_1+E_F)=A_2+A_0-2A_1=U=-0.4\ \text{eV}.
\end{equation}
The Fermi terms cancel because the reaction conserves charge. It releases 0.4 eV for any $E_F$. This is a statement about energy; the rate depends on how an electron passes between the defects.

\section*{Part (d): how electrons can gain by pairing}

\textit{Let $n=2-q$ electrons on the defect couple linearly to one lattice coordinate $Q$. At $E_F=0$ the energy is}
\begin{equation}
W_n(Q)=A_2+ne_0+\tfrac12U_Cn(n-1)-gnQ+\tfrac12kQ^2 .
\end{equation}
\textit{Here $e_0$ is the energy of one electron in the unrelaxed lattice, $U_C$ the repulsion at fixed $Q$, $g$ the coupling and $k>0$ the stiffness. Find $U$ after relaxation, and the parameters that fit the data if one electron gains 0.5 eV by relaxation.}

\subsection*{Answer}

The minimum over $Q$ follows from
\begin{equation}
\frac{\partial W_n}{\partial Q}=-gn+kQ=0\quad\Longrightarrow\quad Q_n=\frac{gn}{k}.
\end{equation}
At this point the last two terms of $W_n$ give $-g^2n^2/k+g^2n^2/(2k)=-g^2n^2/(2k)$. Hence
\begin{equation}
W_n(Q_n)=A_2+ne_0+\tfrac12U_Cn(n-1)-\frac{g^2}{2k}\,n^2 .
\end{equation}
The relaxation energy grows as $n^2$: two electrons gain four times as much as one, hence twice as much per electron. In the second difference the terms in $A_2$ and $e_0$ cancel:
\begin{equation}
U=W_2+W_0-2W_1=U_C-\frac{g^2}{2k}(4-2)=U_C-\frac{g^2}{k}.
\end{equation}
In this model $U$ is negative when $g^2/k>U_C$. At a common fixed $Q$ the coupling terms cancel as well, and the interaction is the repulsion $U_C$.

With $g^2/(2k)=0.5$ eV, the data require
\begin{align}
U_C&=U+\frac{g^2}{k}=-0.4+1.0=0.6\ \text{eV},\\
e_0&=(A_1-A_2)+\frac{g^2}{2k}=3.2+0.5=3.7\ \text{eV}.
\end{align}
The neutral state then has energy $0.5+2(3.7)+0.6-4(0.5)=6.5$ eV, as it should. The value 0.5 eV is an illustrative choice. The three formation energies fix $U$ but not its division into repulsion and relaxation.

The model also shows why these levels are not optical ones. Adding an electron to $D^{2+}$ with the lattice held at $Q_0=0$ costs $e_0=3.7$ eV above the valence edge, whereas the relaxed level $\varepsilon(2{+}/{+})$ is 3.2 eV.

\section*{Part (e): finite temperature}

\textit{The singly charged state holds one electron with free spin; the other two states are singlets. Find the fraction of singly charged defects at the direct level, and the range of $E_F$ over which the mean charge falls from 90 to 10 per cent of $2e$. Evaluate both at 300 K and 358 K.}

\subsection*{Answer}

For a fixed defect in equilibrium with the electron reservoir, a charge state has weight $g_q\exp[-E_q(E_F)/k_BT]$, with $g_1=2$ and $g_2=g_0=1$. The formation energies are held at their given values, so changes in lattice vibrations are left out. At the direct level the outer states have equal energy and the middle one lies $|U|/2$ higher. After division by the common factor the weights are $1$, $2x$ and $1$, where
\begin{equation}
x=\exp\!\left(-\frac{|U|}{2k_BT}\right),\qquad
f_1=\frac{2x}{2+2x}=\frac{x}{1+x}.
\end{equation}
At 300 K, $k_BT=0.0259$ eV and $f_1=4.4\times10^{-4}$. At 358 K (85 $^\circ$C), $k_BT=0.0309$ eV and $f_1=1.5\times10^{-3}$. The middle state is rare near the direct level but not absent.

Since it is rare, it may be neglected in the mean charge. The ratio of the outer weights is
\begin{equation}
\frac{w_0}{w_2}=\exp\!\left(\frac{A_2+2E_F-A_0}{k_BT}\right)
=\exp\!\left(\frac{2[E_F-\varepsilon(2{+}/0)]}{k_BT}\right),
\end{equation}
and the mean charge number is
\begin{equation}
\bar q=\frac{2w_2}{w_2+w_0}=\frac{2}{1+w_0/w_2}.
\end{equation}
It reaches 90 per cent of its full value at $w_0/w_2=1/9$ and 10 per cent at $w_0/w_2=9$. These points lie at $\varepsilon(2{+}/0)\mp\tfrac12k_BT\ln9$, so the width is $k_BT\ln9$. A one-electron step has $E_F$ instead of $2E_F$ in the exponent, and its width is $2k_BT\ln 9$. The transfer of two electrons makes the step twice as sharp.

With all three charge states included, the widths are 0.057 eV at 300 K and 0.068 eV at 358 K. They agree with $k_BT\ln9$ to within 0.2 per cent.

\section*{Part (f): how safe is the sign of $U$?}

\textit{Find the effect on $U$ and on the direct level of (i) independent errors up to $\delta$ in each energy, (ii) an error $\Delta_v$ in the electrostatic alignment, and (iii) omission of the image-charge correction. For (iii) take a cubic cell of edge $L=1.0$ nm and relative permittivity $\epsilon_r=20$.}

\subsection*{Answer}

\textbf{(i)} In $U=A_0+A_2-2A_1$ the worst combination of errors adds up to $4\delta$. Errors of 0.1 eV in each energy can therefore cancel $U=-0.4$ eV. The direct level $(A_0-A_2)/2$ moves by at most $\delta$.

\textbf{(ii)} A wrong reference for the electron energy changes $A_q$ to $A_q+q\Delta_v$. Then $U$ changes by $2\Delta_v-2\Delta_v=0$, while the direct level becomes $(A_0-A_2-2\Delta_v)/2$, a shift of $-\Delta_v$. For $\Delta_v=0.10$ eV it moves from 3.0 to 2.9 eV. An error in the position of the valence edge has the same form.

\textbf{(iii)} A charged supercell describes a lattice of charges in a uniform neutralising background. Let the mean potential be zero, and write the potential at one charge due to all the others and the background as $-\alpha qe/(4\pi\epsilon_0\epsilon_rL)$. The background then adds no energy of its own, since it multiplies the mean potential. With the factor $\tfrac12$ for mutual interaction, the spurious energy per cell is
\begin{equation}
-q^2c,\qquad c=\frac{\alpha e^2}{8\pi\epsilon_0\epsilon_rL}.
\end{equation}
An isolated defect lacks this energy, so the correction is $+q^2c$. This is the leading term for a compact charge in an isotropic medium whose ions have relaxed.

The number $\alpha$ comes from the lattice sum. For $L=1$ and unit charges,
\begin{equation}
\alpha=\frac{\pi}{6}-\lim_{N\to\infty}\left[\sum_{\mathbf n\ne0}\frac1{|\mathbf n|}-\int\frac{d^3r}{r}\right],
\end{equation}
where sum and integral cover a cube of $(2N+1)^3$ cells. The bracket is the potential at the central charge. The term $\pi/6$ is the mean potential of this arrangement, which must be subtracted from the bracket. To find it, average over one cell, of unit volume, the potentials due to all the cells. Each distant cell contributes the integral of its potential over the chosen cell, which equals the integral of the central cell's potential over a cell displaced the opposite way. Together these displaced cells fill space, so the mean is the integral of the potential $\phi$ of one neutral cell over all space. With $\nabla^2r^2=6$ and $\nabla^2\phi=-4\pi\rho$, two partial integrations give
\begin{equation}
\int\phi\,d^3r=\frac16\int r^2\nabla^2\phi\,d^3r=-\frac{2\pi}{3}\int\rho\,r^2d^3r
=\frac{2\pi}{3}\cdot\frac14=\frac\pi6 .
\end{equation}
The surface terms vanish because a neutral cubic cell has no dipole or quadrupole. The point charge at the origin contributes nothing to $\int\rho r^2$, and the background of density $-1$ contributes $-3/12=-1/4$. An Ewald sum gives $\alpha=2.8373$; the direct sum with $N=12$ agrees within $2\times10^{-4}$.

With $e^2/(4\pi\epsilon_0)=1.44$ eV nm,
\begin{equation}
c=\frac{2.8373\times1.44}{2\times20\times1.0}=0.102\ \text{eV},\qquad 4c=0.409\ \text{eV}.
\end{equation}
If the given energies had been uncorrected, the corrected values would be
\begin{align}
U'&=A_0+(A_2+4c)-2(A_1+c)=U+2c=-0.20\ \text{eV},\\
\varepsilon'(2{+}/0)&=\frac{A_0-A_2-4c}{2}=3.0-2c=2.80\ \text{eV}.
\end{align}
Leaving out this correction makes $U$ too negative, and half of the apparent effect would be spurious here. With the same uncorrected energies assigned to a smaller cell, the point-charge formula makes $U'$ vanish at $2c=0.4$ eV, or $L=0.51$ nm. A cell that small lies outside the range of the formula: for a Gaussian charge of width 0.1 or 0.2 nm, uniformly screened, the shift of $U$ is 0.195 or 0.17 eV at $L=1.0$ nm but only 0.33 or 0.20 eV at 0.51 nm. The energies in this question are already corrected, so the answers of parts (a) to (c) stand.

\section*{Part (g): the defect in a memory oxide}

\textit{Estimate the tunnelling time of an electron from the neutral defect to an electrode 3 or 5 nm away, the effect of a field of 1 MV/cm, and the equilibrium defect fraction at 1000 K with $E_F=3.0$ eV. Take an effective mass of 0.2 electron masses and an attempt rate $\nu=10^{13}$ s$^{-1}$. What do the results imply for the use of the diagram?}

\subsection*{Answer}

Removing one electron from $D^0$ to the conduction edge costs $B=A_1+E_g-A_0=3.7+6.0-6.5=3.2$ eV. In a flat barrier of this height the wave obeys $(\hbar^2/2m^*)\psi''=B\psi$, so it decays as $e^{-\kappa r}$ with
\begin{equation}
\kappa=\frac{\sqrt{2m^*B}}{\hbar}=4.10\ \text{nm}^{-1},\qquad
\tau\approx\frac{e^{2\kappa d}}{\nu}.
\end{equation}
The probability goes as the square of the wave, so each attempt succeeds with a chance of about $e^{-2\kappa d}$; the escape rate is $\nu$ times this, and $\tau$ is its inverse. The exponent $2\kappa d$ is 24.6 at 3 nm and 41.0 at 5 nm. The times are about 5 ms and $6\times10^4$ s, or 17 hours. They assume an empty electrode state at the electron's energy and omit the overlap of the lattice states before and after the jump. They are rough, since a small change in $\kappa$ is magnified by the exponential: a mass of 0.1 instead of 0.2 shortens the time at 5 nm to 0.4 s. The level also lies near mid-gap, where a single parabolic band overstates $\kappa$, because the decay constant must fall to zero again at the valence edge. In a two-band model with equal masses $\kappa$ drops to about 2.7 to 2.8 nm$^{-1}$ and the time at 5 nm to about 0.1 s; a heavier valence band gives values between this and the one-band result. In the model of part (d), removing the electron before the lattice relaxes costs 3.7 eV instead of 3.2 eV, and a barrier of that height would make the time at 5 nm about twenty times longer. Heat may be needed as well. With the lattice relaxed, moving the first electron to the electrode's Fermi level costs $E_F-\varepsilon({+}/0)$, which is positive above 2.8 eV. With the lattice held fixed, the cost in that model is $E_F-2.3$ eV, so thermal activation can lengthen the wait already below 2.8 eV.

A field of 1 MV/cm tilts the bands by 0.10 eV per nm. At 3 nm from the electrode, the defect level moves by 0.3 eV relative to the electrode's Fermi level, about five times the thermal width at 300 K. Over 5 nm the tilt also raises or lowers the mean tunnel barrier by 0.25 eV, depending on the field's direction. This changes the exponent 41.0 by about $41.0\times0.25/(2\times3.2)=1.6$, and the time by a factor of about five. The level relative to the local valence edge stays at 3.0 eV in this treatment.

At $E_F=3.0$ eV the formation energy is 6.5 eV. For dilute defects, with vibrational entropy and degeneracy left out, the fraction of occupied sites is $\exp(-6.5\ \text{eV}/k_BT)\approx10^{-33}$ at 1000 K. At this Fermi level and with these atomic reservoirs, equilibrium would supply practically no defects; they would have to come from processing, electrical stress or other equilibrium conditions. The Fermi level matters greatly here: at the valence edge the formation energy is only 0.5 eV, and the same estimate gives a fraction of about $3\times10^{-3}$. A change of atomic reservoir adds the same energy to all three charge states, so it alters the abundance but leaves every transition level and $U$ unchanged.

The gap, permittivity and mass are rough typical values for a hafnia-like charge-trap oxide, where an oxygen vacancy can hold these charges, among others. Whether its $U$ is negative has to be calculated for the material and the site. The three formation energies are given data, not a calculation for hafnia. The field is one fifth of a rough breakdown field of 5 MV/cm; stronger programming fields shift the level in proportion. The diagram assumes equilibrium with one electrode, and the tunnelling times show that this can fail in a device. A trap 5 nm deep may keep its charge long after the Fermi level has crossed 3.0 eV. The bare tunnelling time ranges from a fraction of a second to many hours, depending on the decay constant. Within 0.2 eV of the level, the first one-electron step leads uphill to $D^+$ in either direction, which can lengthen the wait by orders of magnitude. The diagram then gives the charge the trap tends towards, not the charge it has.

\section*{Computed results}
\begin{verbatim}
formation energy at valence edge, q=+2: 0.5 eV
formation energy at valence edge, q=+1: 3.7 eV
formation energy at valence edge, q=+0: 6.5 eV
level (2+/+): 3.20 eV
level (+/0): 2.80 eV
direct level (2+/0): 3.00 eV
U: -0.40 eV
stable charges in scan: [2, 0]
switching point in scan: 3.000 eV
smallest excess energy of q=+1: 0.200 eV
E_F=0.0 eV: E(2+,+,0) = 0.5, 3.7, 6.5 eV
E_F=2.8 eV: E(2+,+,0) = 6.1, 6.5, 6.5 eV
E_F=3.0 eV: E(2+,+,0) = 6.5, 6.7, 6.5 eV
E_F=3.2 eV: E(2+,+,0) = 6.9, 6.9, 6.5 eV
E_F=6.0 eV: E(2+,+,0) = 12.5, 9.7, 6.5 eV
model relaxation energy, one electron: 0.50 eV
model repulsion at frozen lattice: 0.60 eV
error in each energy that can cancel U: 0.10 eV
potential misalignment tried: 0.10 eV
direct level with misalignment: 2.90 eV
300 K: kT = 0.0259 eV
300 K: fraction q=+1 at direct level = 4.36e-04
300 K: width of 90-10 % charge step = 0.0568 eV
358 K: kT = 0.0309 eV
358 K: fraction q=+1 at direct level = 1.53e-03
358 K: width of 90-10 % charge step = 0.0679 eV
rough gap: 6.0 eV
rough relative permittivity: 20
supercell edge: 1.0 nm
cubic lattice constant alpha: 2.8373
image correction, q=+1: 0.102 eV
image correction, q=+2: 0.409 eV
U if the correction had been omitted from input: -0.196 eV
direct level in that case: 2.796 eV
cell edge at which U would then vanish: 0.511 nm
rough tunnelling mass: 0.2 electron masses
tunnel barrier from level (+/0): 3.20 eV
wave decay constant: 4.10 1/nm
rough attempt rate: 1e+13 1/s
tunnelling time over 3 nm: 4.8e-03 s
tunnelling time over 5 nm: 6.3e+04 s
field: 1.0 MV/cm
rough breakdown field: 5.0 MV/cm
field / breakdown field: 0.20
local Fermi-level shift in field: 0.10 eV per nm
formation energy at direct level: 6.5 eV
log10 defect fraction per site, 1000 K: -32.8
\end{verbatim}
